# Charge leak onto Li+ in frozen-density embedding and the NDSD switch

A molecule A is treated by Kohn-Sham orbitals, and a lithium cation B sits in its environment as a frozen electron density. The orbitals of A feel the bare nucleus of B, an attraction \(-Z/r\) with \(Z=3\), screened by two 1s electrons. In a calculation on the whole system an electron arriving at B must be orthogonal to the 1s orbital and can go no lower than 2s. In frozen-density embedding there is no orthogonality between subsystems. The Pauli principle is carried by one local potential, the nonadditive kinetic potential, and if its approximation is too weak the electrons of A find a level on B that lies too low and leak into it. A natural suspect is the nucleus, where a potential built from the local density stays finite and cannot balance \(-Z/r\). The NDSD approximation (non-decomposable, using first and second derivatives) was built to cancel that singularity. One model, a vanishing amount of A density on a frozen Li\(^+\), can be solved in full. It shows that the cancellation works as designed, and that it removes less than a fifth of the Thomas-Fermi error in the level that decides the leak.

## The embedded equation

Hartree atomic units and spin-compensated densities are used, \(r\) is the distance from nucleus B, and \(\rho_{tot}=\rho_A+\rho_B\). The noninteracting kinetic energy is split as \(T_s[\rho_{tot}]=T_s[\rho_A]+T_s[\rho_B]+T_s^{nad}\), which defines \(T_s^{nad}\). Minimizing the total energy over \(\rho_A\) at fixed \(\rho_B\) gives orbitals of A in the potential
\[ v_{eff}=v_{ext}+v_H[\rho_{tot}]+v_{xc}[\rho_{tot}]+v_t^{nad},\qquad v_t^{nad}=\frac{\delta T_s}{\delta\rho}\Big|_{\rho_{tot}}-\frac{\delta T_s}{\delta\rho}\Big|_{\rho_A}. \]
Let \(v_s[\rho]\) be the potential whose noninteracting ground state has density \(\rho\), assumed to exist. Its Euler equation is \(\delta T_s/\delta\rho+v_s=\mu\). Using it twice,
\[ v_t^{nad}=v_s[\rho_A]-v_s[\rho_{tot}]+\text{const}. \]

## What the exact potential does at the nucleus

Call \(\lim_{r\to0} r\,v(r)\) the residue of a potential and \(\kappa[\rho]=-\rho'(0)/(2\rho(0))\) the cusp of a spherically averaged density with \(\rho(0)>0\). Suppose \(v_s=-c/r\) plus a bounded part. An s orbital starts as \(\phi(0)(1-\alpha r)\). Since \(\nabla^2 r=2/r\), the kinetic term \(-\tfrac12\nabla^2\phi\) starts as \(\alpha\phi(0)/r\), and it must cancel \(-c\phi(0)/r\), so \(\alpha=c\). All s orbitals share this slope, and orbitals with \(l>0\) enter the density at order \(r^2\), so \(\rho=\rho(0)(1-2cr)\) and \(\kappa=c\). The residue of \(v_s[\rho]\) is \(-\kappa[\rho]\), and therefore
\[ \lim_{r\to 0} r\,v_t^{nad}=\kappa[\rho_{tot}]-\kappa[\rho_A]. \]
The correct total density has \(\kappa=Z\). The exact potential thus cancels \(-Z/r\) when \(\rho_A\) is cuspless at B, and has no singularity when \(\rho_A\) has the cusp \(Z\). The case is fixed by the partition. Adding slopes, \(\rho_{tot}'(0)=\rho_A'(0)+\rho_B'(0)\), gives \(Z(\rho_A+\rho_B)=\kappa_A\rho_A+\kappa_B\rho_B\) at \(r=0\), or
\[ \kappa_B=Z+\frac{\rho_A(0)}{\rho_B(0)}\,(Z-\kappa_A). \]
If \(\rho_B\) has precisely the cusp \(Z\), then \(\kappa_A=Z\). If \(\rho_A(0)\ll\rho_B(0)\), a change of \(\kappa_B\) of relative size \(\rho_A(0)/\rho_B(0)\) allows \(\kappa_A=0\). Cancelling \(-Z/r\) is therefore the exact behaviour for the partition in which \(\rho_A\) is a smooth tail passing over B, and it is not a property of every partition.

## The one-orbital identity

A density of at most two electrons fits in the single orbital \(\psi=\sqrt\rho\), and \(T_s\) equals the Weizsäcker functional \(T_W=\tfrac12\int|\nabla\psi|^2\). Varying and integrating by parts, \(\delta T_W=-\int\nabla^2\psi\,\delta\psi\) with \(\delta\psi=\delta\rho/(2\psi)\), so \(v_W=-\nabla^2\psi/(2\psi)\). From \(\nabla\psi=\nabla\rho/(2\psi)\) follows \(\nabla^2\psi=\nabla^2\rho/(2\psi)-|\nabla\rho|^2/(4\psi^3)\), and
\[ v_W[\rho]=\frac{|\nabla\rho|^2}{8\rho^2}-\frac{\nabla^2\rho}{4\rho}. \]
For \(\rho_B=2\phi_{1s}^2\), the Kohn-Sham equation of B divided by \(\phi_{1s}\) reads
\[ v_W[\rho_B]=\varepsilon_{1s}-v_{KS}, \]
where \(v_{KS}=-Z/r+v_H[\rho_B]+v_{xc}[\rho_B]\). The residue of \(v_W[\rho_B]\) is \(+Z\). For a hydrogenic orbital \(e^{-\zeta r}\), \(\nabla^2\psi=(\zeta^2-2\zeta/r)\psi\) and \(v_W=\zeta/r-\zeta^2/2\): repulsive inside \(2/\zeta\), attractive outside.

When the total density is \(2\phi_{1s}^2+\lambda\phi_{2s}^2\) with \(\lambda\to0^+\), \(v_s[\rho_{tot}]=v_{KS}\) and \(\mu=\varepsilon_{2s}\), so \(\delta T_s/\delta\rho|_{tot}=\varepsilon_{2s}-v_{KS}=v_W[\rho_B]+\varepsilon_{2s}-\varepsilon_{1s}\). For a partition of this density into a nodeless one-orbital \(\rho_A\) of order \(\lambda\) and a \(\rho_B\) that differs from \(2\phi_{1s}^2\) at order \(\lambda\), the exact potential at fixed \(r\) in this limit is
\[ v_t^{nad}=v_W[\rho_B]+(\varepsilon_{2s}-\varepsilon_{1s})-v_W[\rho_A]. \]
The last term does not vanish as \(\rho_A\to0\), because \(v_W\) is unchanged when the density is multiplied by a constant.

## Local and gradient approximations

With \(k=(3\pi^2)^{1/3}\), the Thomas-Fermi (TF) energy density is \(\tfrac3{10}k^2\rho^{5/3}\), and its derivative is \(v_{TF}=\tfrac12k^2\rho^{2/3}\). Any potential \(g(\rho)\) with \(g\) finite at finite positive density is bounded at the nucleus, where \(\rho\) is finite, so its residue is zero and \(-Z/r\) survives whole. For a hydrogenic pair \(\rho(0)=2\zeta^3/\pi\), so \(k\rho(0)^{1/3}=(6\pi)^{1/3}\zeta\) and \(v_{TF}(0)=\tfrac12(6\pi)^{2/3}\zeta^2=3.54\,\zeta^2\).

The size of the hole can be bounded. The Hartree potential falls outward, because \(v_H'=-Q(r)/r^2\) with \(Q\) the enclosed charge; \(v_{TF}\) falls outward with the 1s density; and \(v_{xc}<0\) in the LDA. Hence \(v_{KS}+v_{TF}<-Z/r+v_H(0)+v_{TF}(0)\), and the total is negative at least out to \(Z/(v_H(0)+v_{TF}(0))\).

A gradient approximation has \(t=\tfrac3{10}k^2\rho^{5/3}F(s)\) with \(s=|\nabla\rho|/(2k\rho^{4/3})\). Integration by parts gives \(v=\partial t/\partial\rho-\nabla\cdot(\partial t/\partial\nabla\rho)\). For a spherical density that decreases outward, \(\nabla\rho/|\nabla\rho|=-\hat r\), so \(\partial s/\partial\nabla\rho=-\hat r/(2k\rho^{4/3})\) and
\[ \frac{\partial t}{\partial\nabla\rho}=-G\,\hat r,\qquad G=\frac{3}{10}k^2\rho^{5/3}\frac{F'(s)}{2k\rho^{4/3}}=\frac{3}{20}k\rho^{1/3}F'(s). \]
The surface term at the origin vanishes because \(r^2G\to0\). With \(\nabla\cdot(G\hat r)=G'+2G/r\),
\[ v=\frac{\partial t}{\partial\rho}+G'+\frac{2G}{r}. \]
The first two terms are finite at the nucleus, so the residue is \(2G(0)=\tfrac3{10}k\rho(0)^{1/3}F'(s_0)\). The cusp \(|\rho'(0)|=2Z\rho(0)\) gives \(s_0=Z/(k\rho(0)^{1/3})\), which eliminates the density:
\[ \lim_{r\to0} r\,v=\frac{3}{10}\,Z\,\frac{F'(s_0)}{s_0}. \]
The subtracted term for \(\rho_A\) has the same form with \(\kappa_A\) and \(s_A\); as \(\rho_A\to0\) at fixed cusp, \(s_A\to\infty\) and it vanishes when \(F'(s)/s\to0\). The Weizsäcker density \(|\nabla\rho|^2/(8\rho)=\tfrac12k^2\rho^{5/3}s^2\) corresponds to \(F=\tfrac53s^2\), \(F'/s=\tfrac{10}3\), residue \(Z\). The second-order gradient expansion, \(F=1+\tfrac5{27}s^2\), gives \(Z/9\). So the impossibility is strict for local potentials and conditional for gradient ones: when the subtracted \(\rho_A\) term has no residue, a GGA cancels \(-Z/r\) if and only if \(F'(s_0)=\tfrac{10}{3}s_0\), the Weizsäcker slope.

## The level that decides the leak

Put \(\rho_A=\lambda\phi^2\) on B, with \(\phi\) normalized, and ask for the energy per electron as \(\lambda\to0^+\). The nuclear, Hartree and exchange-correlation terms change by \(\lambda\int\phi^2v_{KS}+o(\lambda)\), by the definition of \(v_{KS}\) as their derivative at \(\rho_B\).

With the exact \(T_s\), defined for ensembles with occupations up to two, set \(E_s[\rho]=T_s[\rho]+\int v_{KS}\rho\). Then \(E_s[\rho_B]=2\varepsilon_{1s}\) and \(\Delta E=E_s[\rho_{tot}]-2\varepsilon_{1s}+o(\lambda)\). The lowest value of \(E_s\) for \(2+\lambda\) electrons in the fixed potential is \(2\varepsilon_{1s}+\lambda\varepsilon_{2s}\), reached for \(\phi^2=\phi_{2s}^2\). Here 2s is taken as the lowest empty level; levels with \(l>0\) were not computed. The exact acceptor level is \(\varepsilon_{2s}\).

With an approximate \(\tilde T^{nad}\), the term \(T_s[\rho_A]=\lambda\,\tfrac12\int|\nabla\phi|^2\) is still exact. For TF,
\[ \frac{\tilde T^{nad}}{\lambda}=\frac{3}{10}k^2\int\frac{(\rho_B+\lambda\phi^2)^{5/3}-\rho_B^{5/3}}{\lambda}-\lambda^{2/3}\,\frac3{10}k^2\int|\phi|^{10/3}. \]
The first integrand tends pointwise to \(\tfrac53\rho_B^{2/3}\phi^2\) and for \(\lambda\le1\) is bounded by the integrable \(\tfrac53\phi^2(\rho_B+\phi^2)^{2/3}\), so the limit is \(\int\phi^2v_{TF}[\rho_B]\); the second term vanishes. For a GGA, \(s_A\) scales as \(\lambda^{-1/3}\), and if \(F\) grows no faster than \(s^p\) with \(p<2\) (for PW91k and revAPBEK it stays bounded), then \(\tilde T[\rho_A]\) is of order \(\lambda^{(5-p)/3}=o(\lambda)\); the first-order expansion of the other two terms is assumed to hold as for TF. The second-order gradient expansion has \(p=2\) and falls outside this argument. The slope is then the expectation value of \(-\tfrac12\nabla^2+v_{KS}+\tilde v_t[\rho_B]\), and its minimum over \(\phi\) is the lowest, nodeless eigenvalue \(\varepsilon_{acc}\).

Moving \(\lambda\) electrons from a distant donor level \(\varepsilon_D\) onto B changes the energy by \(\lambda(\varepsilon_{acc}-\varepsilon_D)\) at first order. A donor with \(\varepsilon_{acc}<\varepsilon_D<\varepsilon_{2s}\) is unstable to an infinitesimal transfer in the approximate theory and stable to it with the exact \(T_s\); this says nothing yet about a finite transfer. The width \(\varepsilon_{2s}-\varepsilon_{acc}\) is the leak window. A distant charged donor shifts both levels by the same constant at leading order in the inverse distance, which leaves the width unchanged at that order.

The two functionals act differently. For \(\phi=\phi_{2s}\), \(T_s[\rho_{tot}]=T_s[\rho_B]+\lambda t_{2s}\) and \(T_W[\lambda\phi_{2s}^2]=\lambda t_{2s}\), with \(t_{2s}\) the 2s kinetic energy, so the exact \(T_s^{nad}\) is zero for that shape. For any other shape the bound above requires \(T_s^{nad}/\lambda\ge\varepsilon_{2s}-\langle\phi|-\tfrac12\nabla^2+v_{KS}|\phi\rangle\) in the limit. The exact functional responds to the shape of \(\rho_A\); the approximations reduce in this limit to one fixed repulsive potential acting on a nodeless orbital.

## The NDSD switch

NDSD adds the first term of the exact expression where B looks like a 1s pair:
\[ \tilde v_t=v_{TF}^{nad}+f\,v_W[\rho_B],\qquad f=\sigma\big(500(s_B-0.3)\big)\,\sigma\big(500(0.9-s_B)\big)\,\sigma\big(500(\rho_B-0.7)\big), \]
with \(\sigma(x)=1/(1+e^{-x})\), \(\rho_B\) in bohr\(^{-3}\), and the published parameters. Because \(f\,v_W[\rho_B]\) does not depend on \(\rho_A\), the added energy \(\int\rho_A f v_W\) is linear in \(\rho_A\) and the level analysis carries over.

The upper limit of \(s\) is taken as published; the lower one can be understood from the hydrogenic pair. There \(|\rho'|=2\zeta\rho\), so \(s=\zeta/(k\rho^{1/3})=(6\pi)^{-1/3}e^{2\zeta r/3}\). The value at the nucleus, 0.376, is independent of \(\zeta\) and lies above 0.3, and \(s\) grows outward. The switch closes at the upper limit of \(s\) or at the density limit, whichever comes first, and it stays shut if the density at the nucleus is already below the density limit. Where \(f=1\), the one-orbital identity gives
\[ v_{eff}=v_{KS}+v_W+v_{TF}=\varepsilon_{1s}+v_{TF}[\rho_B], \]
finite at the nucleus. The same line shows why a switch is needed. With \(f=1\) everywhere, \(v_{TF}\to0\) at large \(r\) and \(v_{eff}\) would sink to a plateau at \(\varepsilon_{1s}\), a collapse as deep as having no kinetic potential at all. The identity needs \(\rho_B\) to be a single orbital; for an environment atom with more shells it is not exact.

Two inequalities follow from the variational principle: if \(V_1\le V_2\) everywhere, the ground orbital of \(V_2\) used as a trial function in \(V_1\) gives \(\varepsilon_1\le\varepsilon_2\). If the switch is open only where \(v_W\ge0\), NDSD raises the TF level. And for any \(0\le f\le1\), \(f v_W\le\max(v_W,0)\), so the level obtained with \(\max(v_W,0)\) is a ceiling for every switch of this form on top of TF.

## Li\(^+\) in numbers

The model is nonrelativistic Li\(^+\) in the LDA (Slater exchange, Perdew-Wang correlation), solved on a radial grid. It has \(\rho_B(0)=13.434\) bohr\(^{-3}\), cusp 3.000 bohr\(^{-1}\), \(\varepsilon_{1s}=-2.1899\) Ha and \(\varepsilon_{2s}=-0.2399\) Ha (\(-6.53\) eV). This reference is the LDA empty level with exact \(T_s\). It leaves out the errors of the LDA itself, relaxation of \(\rho_B\) and the field of the donor, and it is not the measured electron affinity of the ion.

At the nucleus \(v_{TF}(0)=27.043\) Ha, so \(k\rho(0)^{1/3}=\sqrt{2\times27.043}=7.354\) and \(s_0=3/7.354=0.408\), inside the NDSD window. The residues of \(\delta\tilde T/\delta\rho\) at \(\rho_B\), before the \(\rho_A\) term is subtracted (for Weizsäcker and the gradient expansion that term removes \(\kappa_A\) and \(\kappa_A/9\)), divided by \(Z\), taken from the potentials on the grid and tested against \(\tfrac3{10}F'(s_0)/s_0\) for the gradient functionals, are 0 for TF, 1.000 for Weizsäcker, 0.111 for the gradient expansion, 0.126 for PW91k (LC94) and 0.135 for revAPBEK. The last two leave \(3(1-0.126)=2.62\) and \(3(1-0.135)=2.60\) of the nuclear charge uncancelled. The NDSD kinetic potential has 1.000, and its total potential starts at \(27.043-2.190=24.853\) Ha. At 0.1 bohr the TF total is \(-26.924+18.190=-8.73\) Ha, while NDSD gives \(-2.190+18.190=16.000\) Ha. The switch closes at 0.481 bohr, where \(s=0.9\), before the density limit at 0.524 bohr and before \(v_W\) changes sign at 0.744 bohr.

The exact residue rule is illustrated by two partitions of one total density, \(\rho_B\) plus a small 2s part, with the complement checked to be positive. Here \(v_s[\rho_{tot}]=v_{KS}\) is known by construction and \(v_s[\rho_A]=-v_W[\rho_A]+\text{const}\), so the numbers restate the cusp condition on the grid and are not an independent test of the rule. For \(\rho_A\) shaped as the TF acceptor orbital the cusp is 3.000 bohr\(^{-1}\) and the residue 0.000; for the NDSD shape the cusp is 0.000 and the residue 3.000 Ha bohr.

The TF hole must reach at least \(3/(27.043+5.304)=0.093\) bohr and in fact ends at \(r^*=0.189\) bohr. A barrier follows, 1.25 Ha high at 0.3 bohr, and from 0.597 bohr outward the potential is negative again, with a minimum of \(-0.79\) Ha at 1.20 bohr. The levels are these.

| kinetic potential | level (Ha) | window (Ha) | window (eV) |
|---|---|---|---|
| TF | −0.3221 | 0.0821 | 2.24 |
| TF, hole filled | −0.3202 | 0.0803 | 2.18 |
| PW91k | −0.3105 | 0.0705 | 1.92 |
| NDSD | −0.3075 | 0.0676 | 1.84 |
| ceiling | −0.3020 | 0.0621 | 1.69 |
| revAPBEK | −0.3003 | 0.0603 | 1.64 |

The numerical check printed below confirms the 1s, 2s, TF and NDSD levels in a Gaussian basis, and confirms by direct evaluation of the energy functional at \(\lambda=10^{-7}\) that the slopes equal \(\varepsilon_{2s}\), the TF level and the NDSD level.

Without any kinetic potential the acceptor would be \(\varepsilon_{1s}\), too low by the gap \(2.1899-0.2399=1.950\) Ha. TF lifts it by \(2.1899-0.3221=1.868\) Ha, which is 96% of that gap, although it leaves the singularity untouched. The remaining 0.082 Ha is the TF error, and the shares below are relative to it.

Filling the hole, by setting the total potential to zero inside \(r^*\), removes 2.3% of the TF error. The volume element keeps the effect of the singularity finite: \(\int_0^{r^*}(Z/r)\,4\pi r^2dr=2\pi Zr^{*2}\) is finite. With the TF orbital held at its nuclear value \(\phi(0)^2=0.0244\) bohr\(^{-3}\) and the Hartree, exchange-correlation and TF terms ignored, this estimate gives \(2\pi\times3\times0.1886^2\times0.0244=0.016\) Ha; the table gives about 0.002 Ha, and the total potential \(v_{KS}+v_{TF}\) is much shallower than the bare \(-Z/r\), \(-8.7\) against \(-30\) Ha at 0.1 bohr, mostly because \(v_{TF}=18.2\) Ha there. The orbital, with its cusp of \(Z\), also falls below its nuclear value across the hole, which lowers the estimate further. The leaked charge does not sit in the core: the TF orbital has a weight of 0.0057 inside 0.481 bohr.

NDSD removes 17.7% of the TF error. Its total potential lies everywhere at or above the filled-hole one, so the step from 2.3% to 17.7% comes from the added repulsion above zero and across the barrier, not from removing the attraction in the hole. The ceiling is 24.4%, a bound that no switch between 0 and 1 can pass in this model, so at least 1.69 eV of window survives. RevAPBEK, which cancels 13.5% of the singularity, removes \((0.0821-0.0603)/0.0821\), about 27%, more than that ceiling. For Li\(^+\) the residue does not order the levels.

The density at the nucleus points the same way. The 2s orbital has \(\phi(0)^2=0.367\) bohr\(^{-3}\), TF 0.024 and NDSD 0.002. With \(\rho_B\) frozen at its cusp of \(Z\) and the potential held at \(v_{KS}\), the \(\rho_A\) that minimizes \(E_s\) is the 2s density, with a cusp, an inner lobe and a node at 0.819 bohr, and NDSD moves the nuclear value further from it. What NDSD produces is the cuspless shape of the other partition. This is consistent with its construction: it keeps \(v_W[\rho_B]\) in the core and leaves the gap of 1.95 Ha and the term \(-v_W[\rho_A]\) to TF.

Where the remaining three quarters or more of the error arise was not isolated. The node of the 2s orbital falls inside the outer well, where \(v_{TF}\) has decayed to 0.75 Ha at 1 bohr against \(v_{KS}=-1.50\) Ha, where the NDSD switch is shut, and where \(v_W\) turns negative and cannot add repulsion. It is a conjecture that the missing repulsion belongs there, as the local stand-in for orthogonality to the tail of the 1s orbital; a core repulsion stronger than \(v_W+v_{TF}\) was not ruled out as an alternative. The shares hold for this ion, in the LDA, at \(\lambda\to0\). At finite transferred charge the Hartree repulsion within \(\rho_A\) and the terms of higher order in \(\lambda\) return, and they set how much charge moves. They are not all repulsive. The LDA exchange energy, proportional to \(-\int\rho^{4/3}\), is concave in the density, so its contribution beyond first order is negative, and in this model it outweighs the \(\lambda^2\) Hartree term at small \(\lambda\). With TF or NDSD the subtracted kinetic energy of \(\rho_A\), of order \(\lambda^{5/3}\), lowers the energy further. The energy per added electron therefore first falls with \(\lambda\). A finite transfer can then be favourable even for a donor slightly below either edge of the window, unless the donor's own cost of ionization prevents it.

## Values computed for the example and the checks

```
Li+ Z = 3, LDA LDA_X,LDA_C_PW; switch s 0.3-0.9, rho_min 0.7 bohr^-3, steepness 500
hydrogenic s(0) = 0.3758 
hydrogenic vTF(0)/zeta^2 = 3.5414 Ha bohr^2
rho(0) = 13.434 bohr^-3
cusp of rho = 3.0000 bohr^-1
s0 = 0.4079 
vTF(0) = 27.043 Ha
vH(0) = 5.304 Ha
e1s + vTF(0) = 24.853 Ha
residue/Z, TF = 0.000 
residue/Z, GGA_K_VW = 1.0000 
residue/Z, GGA_K_GE2 = 0.1111 
residue/Z, GGA_K_LC94 = 0.1261 
residue/Z, GGA_K_REVAPBE = 0.1346 
residue/Z, NDSD kinetic part = 1.0000 
exact v_nad, rho_A shaped as TF orbital: cusp 3.000 bohr^-1, residue -0.000 Ha bohr
exact v_nad, rho_A shaped as NDSD orbital: cusp -0.000 bohr^-1, residue 3.000 Ha bohr
lower bound of hole radius = 0.0927 bohr
hole radius r* = 0.1886 bohr
outer well starts at = 0.5971 bohr
radius s = s_max = 0.4812 bohr
radius rho = rho_min = 0.5239 bohr
radius vW = 0 = 0.7440 bohr
node of 2s = 0.8188 bohr
outer well minimum -0.791 Ha at 1.197 bohr
r/bohr: vks, vTF, vW, vks+vTF, NDSD total (Ha)
0.01: -297.096, 25.983, 294.906, -271.112, 23.793
0.1: -26.924, 18.190, 24.734, -8.733, 16.000
0.3: -7.222, 8.473, 5.032, 1.252, 6.283
0.6: -2.902, 2.891, 0.712, -0.011, -0.011
1.0: -1.495, 0.751, -0.695, -0.744, -0.744
2.0: -0.607, 0.031, -1.583, -0.575, -0.575
e1s = -2.1899 Ha (Gaussian -2.1899) = -59.59 eV
e2s = -0.2399 Ha (Gaussian -0.2399) = -6.53 eV
level TF = -0.3221 Ha; below e2s by 0.0821 Ha = 2.24 eV
level LC94 = -0.3105 Ha; below e2s by 0.0705 Ha = 1.92 eV
level revAPBEK = -0.3003 Ha; below e2s by 0.0603 Ha = 1.64 eV
level TF, hole filled = -0.3202 Ha; below e2s by 0.0803 Ha = 2.18 eV
level NDSD = -0.3075 Ha; below e2s by 0.0676 Ha = 1.84 eV
level ceiling = -0.3020 Ha; below e2s by 0.0621 Ha = 1.69 eV
Gaussian levels: TF -0.3221 Ha, NDSD -0.3075 Ha
dE/dN at N_A = 1e-07: exact Ts -0.2399, TF -0.3221, NDSD -0.3075 Ha
share of TF error removed, TF, hole filled = 2.3 %
share of TF error removed, NDSD = 17.7 %
share of TF error removed, ceiling = 24.4 %
switch edge f = 1/2 = 0.4812 bohr
orbital 2s: phi(0)^2 = 0.3667 bohr^-3, weight inside edge = 0.0206
orbital TF: phi(0)^2 = 0.0244 bohr^-3, weight inside edge = 0.0057
orbital NDSD: phi(0)^2 = 0.0018 bohr^-3, weight inside edge = 0.0022
```
